\section*{Effective Oxide Thickness for Direct Tunnelling through a Rough Film}

\section{The form of the answer}

An insulating film of mean thickness $d_0$ separates two electrodes. Its local thickness is $d=d_0+\delta$, where $\delta$ is Gaussian with mean zero and variance $\sigma^2$. At low bias the local tunnelling conductance per area varies as $e^{-2\kappa d}$, where $\kappa$ is the decay constant of the wave \emph{amplitude}; the current, being quadratic in the amplitude, decays at the rate $2\kappa$. The effective thickness $d_{\rm eff}$ is that of a uniform film with the same conductance as the rough one:
\begin{equation}
e^{-2\kappa d_{\rm eff}}=\langle e^{-2\kappa d}\rangle ,\qquad \Delta\equiv d_0-d_{\rm eff}.
\label{def}
\end{equation}

Symmetry and dimensions fix $\Delta$ up to a number. Since $e^{-2\kappa(d_0+\delta)}=e^{-2\kappa d_0}e^{-2\kappa\delta}$, the factor containing $d_0$ cancels from (\ref{def}). The shift therefore depends on $\kappa$ and on the variance $v=\sigma^2$ alone, with $e^{2\kappa\Delta(v)}=\langle e^{-2\kappa\delta}\rangle$.

Now let $\delta$ be the sum of two independent Gaussian parts with variances $v_1$ and $v_2$. The sum is Gaussian with variance $v_1+v_2$, and the average of the product factorizes, so
\begin{equation}
\Delta(v_1+v_2)=\Delta(v_1)+\Delta(v_2).
\end{equation}
The exponential is convex, so its average is at least its value at the mean, and $\Delta\ge0$. A non-negative additive function is proportional to its argument. The coefficient must be an inverse length, and $\kappa$ is the one inverse length left. Hence
\begin{equation}
\Delta=c\,\kappa\sigma^2,\qquad c\ge 0 .
\label{form}
\end{equation}
Both derivations below give $c=1$. First the exponential law itself has to be justified.

\section{The local conductance}

Take a rectangular barrier of height $\phi$ above the Fermi level and mass $m_b$, between identical free-electron electrodes with mass $m_e$ and Fermi energy $E_F$. For motion normal to the film, $\kappa=\sqrt{2m_b\phi}/\hbar$ and $k=\sqrt{2m_eE_F}/\hbar$. The wave is $e^{ikx}+Re^{-ikx}$ before the barrier, $Ae^{-\kappa x}+Be^{\kappa x}$ inside it, and $te^{ik(x-d)}$ beyond it. Current conservation requires $\psi$ and $\psi'/m$ to be continuous. With $\rho=(k/m_e)/(\kappa/m_b)$, the conditions at $x=d$ are
\begin{align}
Ae^{-\kappa d}+Be^{\kappa d}&=t, & -Ae^{-\kappa d}+Be^{\kappa d}&=i\rho t,
\end{align}
so that $A=\tfrac12(1-i\rho)te^{\kappa d}$ and $B=\tfrac12(1+i\rho)te^{-\kappa d}$. At $x=0$ they are $1+R=A+B$ and $i\rho(1-R)=B-A$. Dividing the second by $i\rho$ and adding it to the first removes $R$:
\begin{align}
2&=A\left(1+\frac{i}{\rho}\right)+B\left(1-\frac{i}{\rho}\right)\nonumber\\
&=\frac t2e^{\kappa d}\left[2-i\left(\rho-\frac1\rho\right)\right]+\frac t2e^{-\kappa d}\left[2+i\left(\rho-\frac1\rho\right)\right]\nonumber\\
&=t\left[2\cosh\kappa d-i\left(\rho-\frac1\rho\right)\sinh\kappa d\right].
\end{align}
The electrodes are identical, so the transmission probability is $T=|t|^2$. Using $\cosh^2=1+\sinh^2$ and $1+\frac14(\rho-1/\rho)^2=\frac14(\rho+1/\rho)^2$,
\begin{equation}
T=\frac{1}{1+\frac14(\rho+1/\rho)^2\sinh^2\kappa d}\;\simeq\; T_0e^{-2\kappa d},\qquad T_0=\frac{16}{(\rho+1/\rho)^2},
\label{T}
\end{equation}
where the last form uses $\sinh^2\kappa d\simeq e^{2\kappa d}/4$ for $\kappa d\gg1$.

An electron with in-plane wave vector $q$ has $\hbar^2(q^2-\kappa_q^2)/2m_b=-\phi$ in the barrier, so $\kappa_q=\sqrt{\kappa^2+q^2}\simeq\kappa+q^2/2\kappa$. Each $q$ is one channel per spin and contributes $(e^2/h)T$ to the conductance. With $T_0$ taken at $q=0$, the conductance per area is
\begin{align}
g(d)&=\frac{2e^2}{h}\int\frac{d^2q}{(2\pi)^2}\,T
\simeq\frac{2e^2}{h}T_0e^{-2\kappa d}\int_0^\infty\frac{q\,dq}{2\pi}\,e^{-q^2d/\kappa}\nonumber\\
&=\frac{2e^2}{h}\,\frac{T_0\kappa}{4\pi d}\,e^{-2\kappa d}.
\label{g}
\end{align}
The exponential law is thus the leading dependence, with a slowly varying factor $1/d$ whose effect is found below.

The same expansion shows when a local thickness has a meaning. A wave starting from a point on one face reaches the other with Fourier amplitude proportional to $e^{-q^2d/2\kappa}$. Its transform is proportional to $e^{-\kappa r^2/2d}$, and the intensity to $e^{-\kappa r^2/d}$. The tunnelling electron therefore samples a disc of radius about $\sqrt{d/\kappa}$. If the thickness varies over much larger lateral distances, the patches conduct in parallel and the conductance per area is $\langle g(d)\rangle$. This local picture is assumed throughout.

\section{First derivation: completing the square}

Write the average with the full Gaussian density:
\begin{equation}
\langle e^{-2\kappa d}\rangle=\frac{e^{-2\kappa d_0}}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}d\delta\,
\exp\left(-\frac{\delta^2}{2\sigma^2}-2\kappa\delta\right).
\end{equation}
Since $(\delta+2\kappa\sigma^2)^2=\delta^2+4\kappa\sigma^2\delta+4\kappa^2\sigma^4$, division by $-2\sigma^2$ gives
\begin{equation}
-\frac{\delta^2}{2\sigma^2}-2\kappa\delta=-\frac{(\delta+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 .
\label{square}
\end{equation}
The remaining integral is that of a displaced normalized Gaussian and equals one. Therefore
\begin{equation}
\langle e^{-2\kappa d}\rangle=e^{-2\kappa d_0+2\kappa^2\sigma^2}=e^{-2\kappa(d_0-\kappa\sigma^2)},
\end{equation}
and comparison with (\ref{def}) gives
\begin{equation}
\boxed{\,d_{\rm eff}=d_0-\kappa\sigma^2\,}
\label{main}
\end{equation}
In terms of the decay constant of the current, $\beta=2\kappa$, the reduction is $\beta\sigma^2/2$.

Equation (\ref{square}) also shows where the current flows. Weighted by current, the thickness is again Gaussian with width $\sigma$, but centred at
\begin{equation}
d_1=d_0-2\kappa\sigma^2 .
\end{equation}
This displacement is twice that of $d_{\rm eff}$: thin places conduct well but cover little area, and $d_{\rm eff}$ accounts for both. The half of the area with $d<d_0$ carries the fraction $\Phi(2\kappa\sigma)$ of the current, where $\Phi$ is the cumulative normal distribution, because $d_0$ lies $2\kappa\sigma$ standard deviations above $d_1$.

The integral included negative thicknesses, which do not exist. They are harmless if they carry negligible current, that is, if $d_1\gg\sigma$. The condition $d_0\gg\sigma$ is not enough, since the centre $d_1$ reaches zero at $\sigma=\sqrt{d_0/2\kappa}$. There half of the integral comes from negative thicknesses, and the thick-barrier form of (\ref{T}) no longer holds where the current flows.

\section{Second derivation: increasing the variance}

Instead of integrating over a finished distribution, let the roughness grow from zero. The Gaussian density $P_v(\delta)=(2\pi v)^{-1/2}e^{-\delta^2/2v}$ satisfies
\begin{align}
\frac{\partial P_v}{\partial v}&=\left(\frac{\delta^2}{2v^2}-\frac1{2v}\right)P_v, &
\frac{\partial^2P_v}{\partial\delta^2}&=\left(\frac{\delta^2}{v^2}-\frac1v\right)P_v ,
\end{align}
so it obeys the diffusion equation $\partial_vP_v=\frac12\partial_\delta^2P_v$. For a smooth function $f(d)$ that, like its derivatives, grows no faster than an exponential, two integrations by parts leave no boundary terms, and
\begin{equation}
\frac{d}{dv}\langle f\rangle=\frac12\int d\delta\,f(d_0+\delta)\,\frac{\partial^2P_v}{\partial\delta^2}=\frac12\langle f''\rangle .
\label{flow}
\end{equation}
A linear variation of $f$ averages away; curvature is what changes the mean. For $f=e^{-2\kappa d}$ one has $f''=4\kappa^2f$, so (\ref{flow}) closes:
\begin{equation}
\frac{d}{dv}\langle f\rangle=2\kappa^2\langle f\rangle .
\end{equation}
Insert $\langle f\rangle=e^{-2\kappa d_{\rm eff}}$. The left side is $-2\kappa\langle f\rangle\,dd_{\rm eff}/dv$, and hence
\begin{equation}
\frac{dd_{\rm eff}}{dv}=-\kappa .
\end{equation}
With $d_{\rm eff}=d_0$ at $v=0$, integration up to $v=\sigma^2$ gives (\ref{main}) again.

For a general decreasing conductance $g$, the first step in $v$ still holds. To first order, $\langle g\rangle=g(d_0)+\frac12\sigma^2g''(d_0)$, while $g(d_0-\Delta)=g(d_0)+|g'(d_0)|\Delta$. Equating the two,
\begin{equation}
\Delta\simeq\frac{\sigma^2g''(d_0)}{2|g'(d_0)|}.
\label{general}
\end{equation}
For $g\propto e^{-2\kappa d}/d$, put $L=-g'/g=2\kappa+1/d_0$. Then $g''/g=L^2+1/d_0^2$, and
\begin{equation}
\Delta\simeq\frac{\sigma^2}2\left(L+\frac1{d_0^2L}\right)\simeq\sigma^2\left(\kappa+\frac1{2d_0}\right),
\label{pref}
\end{equation}
where the dropped term is smaller than the first by $(d_0L)^{-2}$.

\section{What each derivation assumes}

The first derivation uses the whole density and a pure exponential. It needs no small parameter apart from the condition on negative thicknesses, and it yields the current-weighted distribution. The second uses a differential property of the Gaussian. It gives the same result for the exponential and extends to other conductance laws, but (\ref{general}) is a first-order result and requires $2\kappa\sigma\ll1$. To that order it needs the mean and variance alone, not the Gaussian shape, provided $2\kappa|\delta|$ is small wherever appreciable current flows.

The two can be combined when $2\kappa\sigma$ is not small. By (\ref{square}), averaging $e^{-2\kappa d}/d$ gives $e^{-2\kappa d_0+2\kappa^2\sigma^2}$ times the mean of $1/d$ about $d_1$, which is close to $1/d_1$ when $\sigma\ll d_1$. Set $d_{\rm eff}=d_0-\kappa\sigma^2-\epsilon$ and equate to the uniform film:
\begin{equation}
e^{2\kappa\epsilon}=\frac{d_{\rm eff}}{d_1}\simeq1+\frac{\kappa\sigma^2}{d_0}
\quad\Rightarrow\quad \epsilon\simeq\frac{\sigma^2}{2d_0}.
\end{equation}
This is the correction in (\ref{pref}), now under the weaker condition $\kappa\sigma^2\ll d_0$.

If the distribution is not Gaussian, its shape matters once $2\kappa\sigma$ is of order one, and much earlier if there are rare thin spots: spots 0.5 nm thinner on 0.1 percent of the area, with $\kappa=5.6$ nm$^{-1}$, have $2\kappa\sigma=0.18$ but give a shift of 0.021 nm, against $\kappa\sigma^2=0.0014$ nm. For skewness $\gamma=\langle\delta^3\rangle/\sigma^3$, expanding the logarithm of the average to third order gives
\begin{align}
\ln\langle e^{-2\kappa\delta}\rangle&\simeq\frac{(2\kappa)^2\sigma^2}{2}-\frac{(2\kappa)^3\gamma\sigma^3}{6},\nonumber\\
\Delta&\simeq\kappa\sigma^2-\frac23\kappa^2\sigma^3\gamma .
\label{skew}
\end{align}
A tail towards thin oxide has $\gamma<0$ and increases the shift.

Both derivations also replace the conductance of a sample by an ensemble average. Let a cell contain $N$ independent patches of equal area. Replacing $\kappa$ by $2\kappa$ in the Gaussian average gives $\langle e^{-4\kappa\delta}\rangle=e^{8\kappa^2\sigma^2}$, while $\langle e^{-2\kappa\delta}\rangle^2=e^{4\kappa^2\sigma^2}$. The standard deviation of the cell conductance relative to its mean is therefore
\begin{equation}
s_N=\sqrt{\frac{e^{4\kappa^2\sigma^2}-1}{N}} .
\label{spread}
\end{equation}
A single cell is well described by $d_{\rm eff}$ when $s_N\ll1$.

\section{Worked example}

Take $\phi=3.0$ eV, $m_b=0.40\,m_e$, $d_0=2.50$ nm, $\sigma=0.12$ nm and $E_F=5.0$ eV. Then $\kappa=5.612$ nm$^{-1}$, and
\begin{align}
\kappa\sigma^2&=5.612\times0.12^2=0.081\ {\rm nm},\nonumber\\
d_{\rm eff}&=2.50-0.081=2.419\ {\rm nm}=24.19\ \text{\AA}.
\end{align}
The shift is 3 percent of the thickness, but it stands in an exponent. With $2\kappa\sigma=1.347$, the exponential factor of the conductance rises by $e^{1.347^2/2}=2.48$. The current-weighted mean thickness is 2.338 nm, which is 19.5 standard deviations from zero, so negative thicknesses play no part. The thinner half of the area carries 91 percent of the current.

For the absolute scale, $\rho^2=m_bE_F/(m_e\phi)=0.40\times5.0/3.0=0.667$, and $T_0=16/(0.667+2+1.5)=3.84$. Numerical integration over $q$ with the full transmission (\ref{T}) gives $3.5\times10^{-3}$ S/cm$^2$ for the uniform film, 1.4 percent above (\ref{g}). Averaging this full conductance over the Gaussian gives $9.3\times10^{-3}$ S/cm$^2$, an increase by a factor of 2.66. Most of the excess over 2.48 comes from the $1/d$ factor, which contributes about $d_0/d_1=2.50/2.338=1.07$. The effective thickness found by solving $g(d_{\rm eff})=\langle g\rangle$ numerically is 2.416 nm. Its shift of 0.0840 nm compares with 0.0837 nm from (\ref{pref}).

A capacitance measurement gives a different thickness. In the local parallel-plate picture it averages $1/d$, and expansion to second order gives $\langle1/d\rangle\simeq(1+\sigma^2/d_0^2)/d_0$, hence $d_C\simeq d_0-\sigma^2/d_0=2.494$ nm. The tunnelling shift is larger by the factor $\kappa d_0=14$. This picture needs thickness variations over lateral distances much larger than $d_0$, a stricter condition than for tunnelling. For one face corrugated with the same $\sigma$ and a period of 10 nm, the capacitive shift is 0.010 nm instead of 0.006 nm, still well below the tunnelling shift. Two electrical thicknesses of one rough film can thus differ without either measurement being in error.

The lateral tunnelling radius is $\sqrt{2.50/5.612}=0.67$ nm. Patches 5 nm wide are well above it, and a square cell of side 50 nm then holds $N=100$ of them. Equation (\ref{spread}) gives a cell-to-cell spread of 23 percent of the mean; with the full conductance in place of the pure exponential it is 25 percent. The average describes an array of such cells, while single cells scatter about it.

\section{Effects outside the model}

\paragraph{Bias and temperature.} At 0.1 V the mean oxide field is 0.40 MV/cm. An electron at energy $\varepsilon$ below the upper Fermi level meets a mean barrier $\phi+\varepsilon-eV/2$. Averaged over the window $0<\varepsilon<eV$ this is $\phi$, so the first-order change of the current cancels. Integrating the semiclassical exponential for the tilted barrier over the window gives a current 1.0 percent above the linear law. Thermal broadening of the Fermi functions at 358 K raises the exponential factor by 3.7 percent.

\paragraph{Image force.} An electron at $x$ between two metal faces has images of its own sign at distances $2nd$ and of opposite sign at $2x$ and $2(nd\pm x)$, with $n\ge1$ and two like images for each $n$. Half the interaction energy with them is
\begin{equation}
W(x)=-\frac{e^2}{8\pi\varepsilon}\left[\frac1{2x}+\sum_{n\ge1}\left(\frac{nd}{n^2d^2-x^2}-\frac1{nd}\right)\right].
\end{equation}
With a relative optical permittivity of 2.25, numerical integration of the semiclassical exponent between the turning points raises the exponential factor of the current 29 times. The size of this factor depends on how the divergence at the faces is treated: solving the wave equation with $W$ cut off at a depth between 3 and 8 eV gives factors between 16 and 32. In every case it is far larger than the effects of bias and temperature above. Yet the thickness shift changes merely from 0.081 to 0.079 nm. The reason is that $W$ is $1/d$ times a function of $x/d$. To first order the exponent changes in proportion to $\int W\,dx$, which does not depend on $d$ except through the cutoff near the faces. The image force thus acts mainly as a prefactor.

\paragraph{Dispersion in the barrier.} If $m_b$ is a band-edge mass and not one fitted at the tunnelling energy, the valence band matters. For a gap $E_g$, the two-band relation $E(E-E_g)=P^2k^2$, with $E$ measured from the valence edge, has $P^2/E_g=\hbar^2/2m_b$ near the upper edge. Setting $E=E_g-\phi$ and $k^2=-\kappa^2$ gives
\begin{equation}
\kappa^2=\frac{2m_b\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right).
\end{equation}
For $E_g=9.0$ eV, $\kappa$ falls to 4.58 nm$^{-1}$ and the shift to 0.066 nm. Equation (\ref{main}) stands, but it needs the decay constant at the tunnelling energy.

\paragraph{Shape of the distribution.} For $\gamma=-0.2$, (\ref{skew}) gives a shift of 0.088 nm. Numerical averaging over a gamma distribution with this skewness, its tail towards thin oxide, gives 0.089 nm.

\paragraph{Comparison with a memory cell.} The thickness, barrier and mass are rough values for the thin tunnel oxide of a charge-trap memory cell. The identical metal electrodes are not: a real cell has a semiconductor channel on one side and a trapping layer on the other, so the absolute conductance above is no prediction for it. The patch size is an assumption. Real thickness also changes in atomic steps, and a Gaussian is a coarse description of it. Programming and erasing break the low-bias assumption. As long as the barrier stays trapezoidal at fixed voltage, the exponent remains proportional to $d$, and for electrons at the upper Fermi level $\kappa$ is replaced by its mean over the barrier, about $\kappa(1-eV/4\phi)$. At 1 V this lowers the shift for these electrons by about 9 percent. Summing over the electrons below them adds a factor of roughly $1/d$, so the shift of the whole current falls by less, about 5 percent. In a cell the other layers share the applied voltage, so the part across the oxide varies with its local thickness, and these figures do not carry over directly. In the example, a spot three standard deviations thinner than the current-weighted mean is 1.98 nm thick and bears 0.51 MV/cm at 0.1 V, far below a rough breakdown scale of 10 MV/cm. Tunnelling through defects adds a current with another thickness dependence; it is not included, and where it dominates (\ref{main}) does not apply.

All numerical values are calculated from the stated model.
